# Closure time of a cylindrical via with conserved accelerator: a program that tests the result

```python
"""
Closure of a cylindrical via whose wall carries a conserved accelerator.

Result under test, with beta = v1*theta0/v0:
  no ceiling on coverage:  T  = (R0/v0) * (1 - beta*ln(1 + 1/beta))
  constant coverage:       Tc = R0 / (v0*(1 + beta))
  ratio:                   F(beta) = T/Tc, falling from 1 to 1/2
  coverage held at <= 1:   last stage R < theta0*R0 runs at speed v0 + v1
Symbols: R0 initial radius, theta0 initial coverage, v0 speed of the bare
wall, v1 extra speed at full coverage. Lengths in nm and times in s, except
in the estimates of neglected effects, which use SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def time_to_radius(R, R0, v0, v1, theta0):
    """Derived time at which the radius has shrunk to R, no ceiling."""
    beta = v1 * theta0 / v0
    return (R0 - R) / v0 - beta * R0 / v0 * np.log((1 + beta) / (R / R0 + beta))


def ratio_formula(beta):
    return (1 + beta) * (1 - beta * np.log1p(1 / beta))


def capped_time(R0, v0, v1, theta0):
    """Derived closure time with coverage limited to one full layer."""
    R_full = theta0 * R0
    return time_to_radius(R_full, R0, v0, v1, theta0) + R_full / (v0 + v1)


def integrate_wall(R0, v0, v1, theta0, ceiling, uptake=0.0, loss=0.0):
    """Closure time from the local law of radius and coverage."""
    R_stop = 0.0 if ceiling else 1e-3 * R0

    def rates(t, y):
        R, theta = max(y[0], 1e-6), y[1]
        active = min(theta, 1.0) if ceiling else theta
        v = v0 + v1 * active
        gain = active * v / R + uptake * (1 - active) - loss * active
        if ceiling and theta >= 1 and gain > 0:
            gain = 0.0
        return [-v, gain]

    def closed(t, y):
        return y[0] - R_stop
    closed.terminal = True
    closed.direction = -1
    sol = solve_ivp(rates, (0, 2 * R0 / v0), [R0, theta0], events=closed,
                    rtol=1e-9, atol=1e-10)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


def polygon_front(R0, v0, v1, theta0, t_end, nodes=64, steps=2000):
    """Markers with fixed accelerator move along measured normals."""
    z = R0 * np.exp(2j * np.pi * np.arange(nodes) / nodes)

    def lengths(p):
        return 0.5 * (abs(np.roll(p, -1) - p) + abs(p - np.roll(p, 1)))

    amount = theta0 * lengths(z)

    def velocity(p):
        tangent = np.roll(p, -1) - np.roll(p, 1)
        return (v0 + v1 * amount / lengths(p)) * 1j * tangent / abs(tangent)

    dt = t_end / steps
    for _ in range(steps):
        k1 = velocity(z)
        k2 = velocity(z + 0.5 * dt * k1)
        k3 = velocity(z + 0.5 * dt * k2)
        k4 = velocity(z + dt * k3)
        z = z + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return abs(z), amount / lengths(z)


# Round parameters in the rough regime of copper damascene plating
R0, depth = 50.0, 300.0
v0, v1, theta0 = 0.4, 4.0, 0.05
beta, kappa = v1 * theta0 / v0, v1 / v0
R_full = theta0 * R0
T_free = time_to_radius(0.0, R0, v0, v1, theta0)
T_const = R0 / (v0 + v1 * theta0)
T_cap = capped_time(R0, v0, v1, theta0)

# Front that measures its own geometry against the derived time law
R_check = 0.3 * R0
radii, coverages = polygon_front(
    R0, v0, v1, theta0, time_to_radius(R_check, R0, v0, v1, theta0))
assert np.max(abs(radii - R_check)) < 1e-5 * R0
assert np.max(abs(coverages * radii / (theta0 * R0) - 1)) < 1e-5

# Closure times from the local law; the free run stops at R0/1000,
# which leaves a remaining time below R_stop^2/(2*v1*theta0*R0)
T_free_ode = integrate_wall(R0, v0, v1, theta0, ceiling=False)
tail_bound = (1e-3 * R0) ** 2 / (2 * v1 * theta0 * R0)
assert -1e-5 < T_free - T_free_ode < tail_bound + 1e-5
for start in (theta0, 0.2, 0.5):
    numeric = integrate_wall(R0, v0, v1, start, ceiling=True)
    assert abs(numeric - capped_time(R0, v0, v1, start)) < 1e-4
    delay = start * R0 * (1 - ratio_formula(kappa)) / (v0 + v1)
    free = time_to_radius(0.0, R0, v0, v1, start)
    assert abs(numeric - free - delay) < 1e-4
    assert free < numeric < R0 / (v0 + v1 * start)


# Ratio of closure times: quadrature, monotonic fall and both limits
def ratio_quadrature(b):
    return quad(lambda r: (1 + b) * r / (r + b), 0, 1,
                points=[min(b, 0.5)], epsabs=1e-12, epsrel=1e-11)[0]


beta_grid = np.logspace(-3, 3, 25)
ratios = np.array([ratio_quadrature(b) for b in beta_grid])
assert np.allclose(ratios, ratio_formula(beta_grid), atol=1e-8, rtol=0)
assert np.all(np.diff(ratios) < 0) and ratios[0] < 1 and ratios[-1] > 0.5
assert abs(ratios[0] - (1 + 1e-3 + 1e-3 * np.log(1e-3))) < 2e-5
assert abs(ratios[-1] - (0.5 + 1 / 6e3)) < 2e-7


# Rising bottom that collects the accelerator of the buried wall
def bottom_rates(t, y):
    R, wall, height, bottom = max(y[0], 1e-6), y[1], y[2], y[3]
    wall_on, bottom_on = min(wall, 1.0), min(bottom, 1.0)
    v, rise = v0 + v1 * wall_on, v0 + v1 * bottom_on
    d_wall = wall_on * v / R if wall < 1 else 0.0
    d_bottom = (2 * v * bottom_on + 2 * wall_on * rise) / R if bottom < 1 else 0.0
    return [-v, d_wall, rise, d_bottom]


start_state = [R0, theta0, 0.0, theta0]
early = solve_ivp(bottom_rates, (0, 25), start_state, rtol=1e-9, atol=1e-10).y[:, -1]
assert early[3] < 1
collected = theta0 * (R0**2 + 2 * R0 * early[2]) / early[0] ** 2
assert abs(early[3] / collected - 1) < 1e-6


def bottom_full(t, y):
    return y[3] - 1


bottom_run = solve_ivp(bottom_rates, (0, T_cap), start_state, events=bottom_full,
                       rtol=1e-9, atol=1e-10)
t_bottom_full = bottom_run.t_events[0][0]
height_closed = bottom_run.y[2, -1]

# Accelerator loss, or uptake from a bath that contains accelerator
loss_rate, uptake_rate = 1e-3, 1e-4
T_loss = integrate_wall(R0, v0, v1, theta0, True, loss=loss_rate)
T_uptake = integrate_wall(R0, v0, v1, theta0, True, uptake=uptake_rate)

# Copper-ion supply, SI units, rough assumed values
molar_volume, diffusivity = 7.1e-6, 5e-10
bath_conc, layer = 250.0, 50e-6


def ion_drop(v_nm, R_nm):
    """Concentration drop from mouth to bottom at uniform growth speed."""
    flux, L = v_nm * 1e-9 / molar_volume, depth * 1e-9
    return flux * L**2 / (diffusivity * R_nm * 1e-9) + flux * L / diffusivity


def ion_drop_grid(v_nm, R_nm, n=100):
    """The same drop from a finite-difference diffusion balance."""
    flux, L = v_nm * 1e-9 / molar_volume, depth * 1e-9
    sink = 2 * flux * L**2 / (diffusivity * R_nm * 1e-9)
    slope, h = flux * L / diffusivity, 1 / n
    matrix = -2 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)
    matrix[-1, -2] = 2
    rhs = -sink * h**2 * np.ones(n)
    rhs[-1] -= 2 * h * slope
    return np.linalg.solve(matrix, rhs)[-1]


v_start, v_full = v0 + v1 * theta0, v0 + v1
for speed, radius in ((v_start, R0), (v_full, R_full)):
    assert abs(ion_drop_grid(speed, radius) / ion_drop(speed, radius) - 1) < 1e-8
drop_start = 100 * ion_drop(v_start, R0) / bath_conc
drop_full = 100 * ion_drop(v_full, R_full) / bath_conc
drop_layer = 100 * v_start * 1e-9 / molar_volume * layer / diffusivity / bath_conc


def current_density(v_nm):
    """Current density in mA/cm2 for two electrons per copper atom."""
    faraday = const.e * const.N_A
    return 2 * faraday * v_nm * 1e-9 / molar_volume * 0.1


# Capillary gain per atom on the concave wall, rough surface energy
surface_energy, temperature, transfer = 1.5, 298.15, 0.5
atom_volume = molar_volume / const.N_A
gain_J = surface_energy * atom_volume / (R0 * 1e-9)
ring = 1e-9
R_new = np.sqrt((R0 * 1e-9) ** 2 - atom_volume / (np.pi * ring))
gain_direct = 2 * np.pi * ring * surface_energy * (R0 * 1e-9 - R_new)
assert abs(gain_direct / gain_J - 1) < 1e-5
cap_length = 1e9 * transfer * surface_energy * atom_volume / (
    2 * const.k * temperature)


def slowness(R, length):
    coverage = min(1.0, theta0 * R0 / R)
    return np.exp(-length / R) / (v0 + v1 * coverage)


def time_with_capillarity(length):
    return (quad(slowness, 1e-9, R_full, args=(length,))[0]
            + quad(slowness, R_full, R0, args=(length,))[0])


assert abs(time_with_capillarity(0.0) - T_cap) < 1e-6
T_capillary = time_with_capillarity(cap_length)


def change(T):
    return 100 * (T / T_cap - 1)


print(f"Initial radius R0: {R0:.1f} nm")
print(f"Via depth: {depth:.1f} nm")
print(f"Bare-wall speed v0: {v0:.2f} nm/s")
print(f"Extra speed at full coverage v1: {v1:.2f} nm/s")
print(f"Initial coverage theta0: {theta0:.3f}")
print(f"beta = v1*theta0/v0: {beta:.3f}")
print(f"kappa = v1/v0: {kappa:.2f}")
print(f"Initial wall speed: {v_start:.2f} nm/s")
print(f"Wall speed at full coverage: {v_full:.2f} nm/s")
print(f"Current density, bare wall: {current_density(v0):.2f} mA/cm2")
print(f"Current density, full coverage: {current_density(v_full):.1f} mA/cm2")
print(f"Closure time, constant coverage: {T_const:.2f} s")
print(f"Closure time, conserved, no ceiling: {T_free:.2f} s")
print(f"Closure time, conserved, ceiling 1: {T_cap:.2f} s")
print(f"Ratio F(beta), no ceiling: {T_free / T_const:.4f}")
print(f"Ratio with ceiling: {T_cap / T_const:.4f}")
print(f"F(kappa): {ratio_formula(kappa):.4f}")
print(f"Delay due to ceiling: {T_cap - T_free:.3f} s")
print(f"Radius where coverage reaches 1: {R_full:.2f} nm")
for R in (40.0, 25.0, 10.0, R_full):
    print(f"R = {R:.1f} nm: coverage {theta0 * R0 / R:.4f}, "
          f"t conserved {time_to_radius(R, R0, v0, v1, theta0):.2f} s, "
          f"t constant {(R0 - R) / v_start:.2f} s")
for b in (0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"F at beta = {b:g}: {ratio_quadrature(b):.4f}")
print(f"Bottom reaches full coverage at: {t_bottom_full:.1f} s")
print(f"Bottom height when walls close: {height_closed:.1f} nm")
print(f"Length closed by walls (seam): {depth - height_closed:.1f} nm")
print(f"Assumed accelerator loss rate: {loss_rate:.1e} 1/s")
print(f"Closure time with loss: {T_loss:.2f} s ({change(T_loss):+.1f} %)")
print(f"Assumed accelerator uptake rate: {uptake_rate:.1e} 1/s")
print(f"Closure time with uptake: {T_uptake:.2f} s ({change(T_uptake):+.1f} %)")
print(f"Assumed molar volume of copper: {molar_volume * 1e6:.1f} cm3/mol")
print(f"Assumed ion diffusivity: {diffusivity * 1e4:.1e} cm2/s")
print(f"Assumed bath concentration: {bath_conc / 1000:.2f} mol/L")
print(f"Assumed boundary layer: {layer * 1e6:.0f} um")
print(f"Ion depletion in via at start: {drop_start:.2f} %")
print(f"Ion depletion in via at full coverage: {drop_full:.1f} %")
print(f"Ion depletion across outer layer at start: {drop_layer:.1f} %")
print(f"Assumed surface energy: {surface_energy:.1f} J/m2")
print(f"Temperature: {temperature:.2f} K")
print(f"Assumed transfer coefficient: {transfer:.1f}")
print(f"Capillary gain per atom at R0: {gain_J / const.e:.5f} eV")
print(f"Capillary length in rate exponent: {cap_length:.2f} nm")
print(f"Closure time with capillarity: {T_capillary:.2f} s "
      f"({change(T_capillary):+.1f} %)")
print("success")
```

Running it gives:

```
Initial radius R0: 50.0 nm
Via depth: 300.0 nm
Bare-wall speed v0: 0.40 nm/s
Extra speed at full coverage v1: 4.00 nm/s
Initial coverage theta0: 0.050
beta = v1*theta0/v0: 0.500
kappa = v1/v0: 10.00
Initial wall speed: 0.60 nm/s
Wall speed at full coverage: 4.40 nm/s
Current density, bare wall: 1.09 mA/cm2
Current density, full coverage: 12.0 mA/cm2
Closure time, constant coverage: 83.33 s
Closure time, conserved, no ceiling: 56.34 s
Closure time, conserved, ceiling 1: 56.61 s
Ratio F(beta), no ceiling: 0.6760
Ratio with ceiling: 0.6793
F(kappa): 0.5159
Delay due to ceiling: 0.275 s
Radius where coverage reaches 1: 2.50 nm
R = 40.0 nm: coverage 0.0625, t conserved 16.06 s, t constant 16.67 s
R = 25.0 nm: coverage 0.1000, t conserved 37.16 s, t constant 41.67 s
R = 10.0 nm: coverage 0.2500, t conserved 52.37 s, t constant 66.67 s
R = 2.5 nm: coverage 1.0000, t conserved 56.04 s, t constant 79.17 s
F at beta = 0.01: 0.9634
F at beta = 0.1: 0.8362
F at beta = 1: 0.6137
F at beta = 10: 0.5159
F at beta = 100: 0.5017
Bottom reaches full coverage at: 42.6 s
Bottom height when walls close: 120.5 nm
Length closed by walls (seam): 179.5 nm
Assumed accelerator loss rate: 1.0e-03 1/s
Closure time with loss: 57.48 s (+1.5 %)
Assumed accelerator uptake rate: 1.0e-04 1/s
Closure time with uptake: 55.49 s (-2.0 %)
Assumed molar volume of copper: 7.1 cm3/mol
Assumed ion diffusivity: 5.0e-06 cm2/s
Assumed bath concentration: 0.25 mol/L
Assumed boundary layer: 50 um
Ion depletion in via at start: 0.14 %
Ion depletion in via at full coverage: 18.0 %
Ion depletion across outer layer at start: 3.4 %
Assumed surface energy: 1.5 J/m2
Temperature: 298.15 K
Assumed transfer coefficient: 0.5
Capillary gain per atom at R0: 0.00221 eV
Capillary length in rate exponent: 1.07 nm
Closure time with capillarity: 53.67 s (-5.2 %)
success
```
